# Inverting the PAW overlap operator and separating it into atoms

## What symmetry fixes

In the projector augmented-wave (PAW) method the smooth wave functions obey \(H|\tilde\psi\rangle=\varepsilon S|\tilde\psi\rangle\), with the overlap operator

\[
S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .
\]

The index \(i\) stands for an atom and a channel on it. The projectors \(p_i\) are finite in number and normalizable, and \(q\) is a Hermitian matrix. We want \(S^{-1}\) in terms of \(q\) and the projector overlaps \(C_{ij}=\langle p_i|p_j\rangle\).

Write \(P\) for the map that takes coefficients to functions, \(Px=\sum_i|p_i\rangle x_i\). Its adjoint takes a function to its projections, \((P^\dagger f)_i=\langle p_i|f\rangle\). Then

\[
S=1+PqP^\dagger,\qquad C=P^\dagger P .
\]

A function orthogonal to all projectors is left unchanged by \(S\), and hence by \(S^{-1}\) if this exists. We therefore try \(S^{-1}=1-PDP^\dagger\) with an unknown matrix \(D\).

The choice of projectors within their span is a convention. Replace \(P\) by \(P'=PA\) with an invertible matrix \(A\). The operator \(S\) stays the same if

\[
q'=A^{-1}q(A^\dagger)^{-1},\qquad C'=A^\dagger CA ,
\]

and \(S^{-1}\) stays the same if \(D\) transforms like \(q\). Suppose that \(D\) is a sum of matrix products of \(q\) and \(C\) with fixed numerical coefficients. The factors of \(A\) cancel inside a product for every \(A\) if \(q\) and \(C\) alternate, and the outer factors are right if the product begins and ends with \(q\). The allowed terms are \(q,\ qCq,\ qCqCq,\dots\), so

\[
D=f(qC)\,q .
\]

The same function \(f\) must serve for a single projector, where it can be found by elementary algebra. The result is so far a conjecture for many projectors; direct multiplication will prove it.

## Where \(q\) comes from

Each true partial wave \(\phi_i\) has a smooth partner \(\tilde\phi_i\), equal to it outside a sphere around the atom. The projectors vanish outside the sphere and are dual to the smooth waves on the same atom, \(\langle p_i|\tilde\phi_j\rangle=\delta_{ij}\).

Suppose that the spheres do not overlap and that inside one of them \(\tilde\psi=\sum_i\tilde\phi_i a_i\). Duality gives \(a_i=\langle p_i|\tilde\psi\rangle\). The true function there is \(\psi=\sum_i\phi_i a_i\), while outside the spheres \(\psi=\tilde\psi\). Replacing the smooth norm by the true norm in each sphere gives

\[
\langle\psi|\psi\rangle=\langle\tilde\psi|\tilde\psi\rangle+\sum_{ij}a_i^*q_{ij}a_j,\qquad
q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle ,
\]

where \(i\) and \(j\) belong to the same atom. This is \(\langle\tilde\psi|S|\tilde\psi\rangle\). The matrix \(q\) has no elements between atoms because the norm is corrected sphere by sphere.

With a finite set of partial waves the expansion inside the sphere is approximate for a general \(\tilde\psi\). The algebra below takes \(S\) as defined by its formula and does not use the expansion again.

## One projector

For one projector, \(q\) and \(C=\langle p|p\rangle\) are real numbers. To invert \(S\), solve \(Sf=g\):

\[
f+|p\rangle q\langle p|f\rangle=g .
\]

The unknown on the left beside \(f\) is the number \(\langle p|f\rangle\). Taking the inner product with \(p\) gives an equation for it alone:

\[
(1+Cq)\langle p|f\rangle=\langle p|g\rangle .
\]

If \(1+qC\ne0\), we divide and insert the result into the first equation:

\[
f=g-|p\rangle\frac{q}{1+qC}\langle p|g\rangle,\qquad D=\frac{q}{1+qC}.
\]

So \(f(x)=1/(1+x)\) in the form found from symmetry.

Three limits show what the denominator does.

- For \(|qC|\ll1\), \(D\approx q-q^2C\). To first order the inverse just reverses the sign of the correction.
- For \(qC\to+\infty\), \(D\to1/C\), and \(S^{-1}\) tends to \(1-|p\rangle\langle p|/C\), which removes the component along \(p\).
- For \(qC\to-1\), \(D\) diverges. Since \(S|p\rangle=(1+qC)|p\rangle\), the operator \(S\) then assigns zero norm to the nonzero function \(p\), and no inverse exists.

**Numbers for hydrogen.** Take the analytic 1s and 2p\(_z\) waves of the free atom and a matching radius \(r_c=0.60\) Å. Inside \(r_c\) the radial part of the smooth wave is \(r^l(c_0+c_1r^2+c_2r^4)\), matched in value and first two derivatives. Each channel has one projector,

\[
|p_l\rangle=\frac{k|\tilde\phi_l\rangle}{\langle\tilde\phi_l|k|\tilde\phi_l\rangle},\qquad
k(r)=\left(1-\frac{r^2}{r_c^2}\right)^2\ \text{for } r<r_c,
\]

and \(k=0\) beyond. The denominator ensures \(\langle p_l|\tilde\phi_l\rangle=1\). On one atom the s and p channels are orthogonal by their angular parts, and \(q\) is diagonal for the same reason, so the one-projector formula applies to each:

\[
D_s=\frac{0.04767}{1+0.04767\times5.0236}=\frac{0.04767}{1.2395}=0.03846,
\]
\[
D_p=\frac{9.683\times10^{-5}}{1+9.683\times10^{-5}\times399.32}=\frac{9.683\times10^{-5}}{1.03867}=9.323\times10^{-5}.
\]

All these quantities are dimensionless. The large \(C_p\) and small \(q_p\) depend on the normalization of the partial waves: multiplying both waves by \(\lambda\) multiplies \(q\) by \(|\lambda|^2\) and divides \(C\) by \(|\lambda|^2\). The invariant measures are \(qC=0.239\) for s and \(0.039\) for p. Using \(q\) in place of \(D\) would give

\[
S\bigl(1-|p\rangle q\langle p|\bigr)|p\rangle=(1+qC)(1-qC)|p\rangle=(1-q^2C^2)|p\rangle ,
\]

an error of \(0.239^2=0.057\) relative to \(p\) itself in the s channel.

## Many projectors

The conjecture now reads

\[
S^{-1}=1-PDP^\dagger,\qquad D=(1+qC)^{-1}q ,
\]

provided that \(1+qC\) is invertible. Multiply out, using \(P^\dagger P=C\) in the last term:

\[
\begin{aligned}
S(1-PDP^\dagger)
&=1+PqP^\dagger-PDP^\dagger-Pq(P^\dagger P)DP^\dagger\\
&=1+P\bigl[q-(1+qC)D\bigr]P^\dagger .
\end{aligned}
\]

The bracket vanishes by the definition of \(D\). This proves that \(1-PDP^\dagger\) is a right inverse.

A short way to see that it is also a left inverse is to show that \(D\) is Hermitian. Both products below equal \(q+qCq\):

\[
q(1+Cq)=(1+qC)q .
\]

Since \(q\) and \(C\) are Hermitian, \((1+qC)^\dagger=1+Cq\), so both matrices are invertible together. Multiplying by \((1+qC)^{-1}\) from the left and by \((1+Cq)^{-1}\) from the right gives

\[
D=(1+qC)^{-1}q=q(1+Cq)^{-1}=D^\dagger .
\]

The adjoint of \(S(1-PDP^\dagger)=1\) is then \((1-PDP^\dagger)S=1\). In components,

\[
\boxed{S^{-1}=1-\sum_{ij}|p_i\rangle\bigl[(1+qC)^{-1}q\bigr]_{ij}\langle p_j|}
\]

**Limit: a projector counted twice.** The proof used neither \(q^{-1}\) nor \(C^{-1}\), so linearly dependent projectors should cause no trouble. Let \(p_1=p_2=p\), \(\langle p|p\rangle=c\), and \(q=\mathrm{diag}(q_1,q_2)\). Every element of \(C\) equals \(c\), so \(C\) is singular. With \(\Delta=\det(1+qC)=1+(q_1+q_2)c\),

\[
(1+qC)^{-1}=\frac1\Delta\begin{pmatrix}1+q_2c&-q_1c\\-q_2c&1+q_1c\end{pmatrix},
\]
\[
D=\frac1\Delta\begin{pmatrix}q_1(1+q_2c)&-q_1q_2c\\-q_1q_2c&q_2(1+q_1c)\end{pmatrix}.
\]

Because both projectors are the same function, the sum of the four elements multiplies \(|p\rangle\langle p|\). The terms in \(q_1q_2c\) cancel, leaving \((q_1+q_2)/[1+(q_1+q_2)c]\). This is the one-projector result with strength \(q_1+q_2\), as it must be. The numerical check also compares the formula with direct inversion for complex, dependent projectors and a singular \(q\).

## When the inverse exists

We have shown that invertibility of \(1+qC\) is sufficient. It is also necessary. Suppose \((1+qC)x=0\) with \(x\ne0\), and let \(f=Px\). Then

\[
Sf=Px+PqP^\dagger Px=P(1+qC)x=0 .
\]

The function \(f\) is not zero: if it were, \(Cx=P^\dagger f=0\), and the starting equation would give \(x=-qCx=0\). Thus \(S\) annihilates a nonzero function and has no inverse.

The relation \(SPx=P(1+qC)x\) also gives the spectrum. On the orthogonal complement of the projectors \(S\) is the identity. If the projectors are linearly independent, \(1+qC\) is the matrix of \(S\) on their span. If they are dependent, vectors with \(Px=0\) also have \(Cx=0\), so \(1+qC\) leaves them unchanged. In a basis that begins with these vectors, \(1+qC\) is block triangular: one diagonal block is the identity and the other represents \(S\) on the span. In both cases

\[
\det S=\det(1+qC),
\]

and \(S\) is positive if and only if all eigenvalues of \(1+qC\) are positive.

Positivity is what allows \(\langle\tilde\psi|S|\tilde\psi\rangle\) to serve as a norm. It is guaranteed when \(q\) has no negative eigenvalue, because with \(a=P^\dagger f\)

\[
\langle f|S|f\rangle=\langle f|f\rangle+a^\dagger qa\ge\langle f|f\rangle .
\]

The hydrogen example is of this kind. If a smooth wave carries more norm than its true partner, \(q\) has a negative diagonal element and the guarantee is lost. It can also be lost when all diagonal elements are positive, since channels of the same \(l\) are coupled by off-diagonal elements of \(q\). For hydrogen 1s and 2s waves at \(r_c=0.60\) Å the diagonal elements are 0.0477 and 0.0060, yet one eigenvalue of \(q\) is \(-1.7\times10^{-5}\); with projectors formed as dual combinations of \(k\tilde\phi_i\), the lowest eigenvalue of \(1+qC\) is 0.94, so \(S\) is still positive. Whenever \(q\) has a negative eigenvalue, the eigenvalues of \(1+qC\) have to be examined.

## Two atoms without projector overlap

Order the indices by atom, A first and then B. The matrices are

\[
q=\begin{pmatrix}q_A&0\\0&q_B\end{pmatrix},\qquad
C=\begin{pmatrix}C_{AA}&C_{AB}\\C_{BA}&C_{BB}\end{pmatrix}.
\]

If the projectors on A and B have disjoint supports, the integrand of every element of \(C_{AB}\) vanishes everywhere, so \(C_{AB}=0\) and \(C_{BA}=C_{AB}^\dagger=0\). Then \(1+qC\) is block diagonal. Its inverse is block diagonal too, and so is the product with \(q\):

\[
D=\begin{pmatrix}(1+q_AC_{AA})^{-1}q_A&0\\0&(1+q_BC_{BB})^{-1}q_B\end{pmatrix}.
\]

The same argument holds for any number of atoms. With \(P_a\) the map for the projectors on atom \(a\),

\[
S^{-1}=1-\sum_aP_aD_aP_a^\dagger,\qquad D_a=(1+q_aC_{aa})^{-1}q_a .
\]

"Block diagonal in atoms" is a statement about the coefficient matrix \(D\). The inverse consists of the identity and separate one-atom corrections, each computed without knowledge of the other atoms.

**Is zero overlap necessary?** If \(q\) is invertible, so is \(D\), and

\[
D^{-1}=q^{-1}(1+qC)=q^{-1}+C .
\]

When \(D\) is block diagonal, \(D^{-1}\) and \(q^{-1}\) are as well, so their difference \(C\) must be. Zero interatomic overlap is then necessary. For singular \(q\) this can fail: with \(q_B=0\), the projectors on B drop out of \(S\), and their overlap with those on A has no effect.

In the hydrogen example the supports of two atoms separate beyond \(2r_c=1.20\) Å. At 1.40 Å the program gives \(D_s=0.03846\) and \(D_p=9.323\times10^{-5}\) on each atom, the one-atom values. Dense inversion of \(S\) on a real-space grid, which does not use the formula, gives interatomic coefficients of at most \(3.1\times10^{-39}\) for unit-norm projectors, which is zero numerically.

## Two atoms with overlapping projectors

Split \(C=C_0+C'\), where \(C_0\) contains the one-atom blocks and \(C'\) the interatomic ones. Assume \(1+qC_0\) invertible and set \(D_0=(1+qC_0)^{-1}q\). Since \((1+qC_0)D_0=q\),

\[
(1+qC_0)(1+D_0C')=1+qC_0+qC'=1+qC .
\]

The inverse of a product is the product of the inverses in reverse order, so

\[
D=(1+D_0C')^{-1}(1+qC_0)^{-1}q=(1+D_0C')^{-1}D_0 .
\]

For \(C'=0\) this returns \(D_0\). If all eigenvalues of \(D_0C'\) are smaller than 1 in magnitude, the geometric series converges:

\[
D=D_0-D_0C'D_0+D_0C'D_0C'D_0-\dots
\]

For two atoms each factor \(C'\) changes the atom and each \(D_0\) keeps it. Odd orders therefore couple the atoms, and even orders change the one-atom blocks. To leading order in each case, with \(D_A\) and \(D_B\) the one-atom matrices,

\[
D_{AB}\approx-D_AC_{AB}D_B,\qquad
D_{AA}-D_A\approx D_AC_{AB}D_BC_{BA}D_A .
\]

**Numbers at 0.80 Å.** Here the projectors overlap. So do the augmentation spheres, and the norm argument that led to \(S\) no longer holds strictly. The inverse of \(S\) as defined is unaffected. The waves are those of the free atoms; this is not a calculation of the hydrogen molecule.

The interatomic overlaps are \(C_{s_1s_2}=0.0722\), \(C_{s_1p_2}=-1.778\), \(C_{p_1s_2}=1.778\) and \(C_{p_1p_2}=-41.91\). The opposite signs of the mixed elements follow from reflection in the plane midway between the atoms, which exchanges them and reverses \(p_z\).

Dividing by the projector norms makes these numbers comparable. The s–s overlap is \(0.0722/5.0236=0.014\), and the p–p overlap is \(-41.91/399.32=-0.105\). The p projectors thus overlap more strongly, but their \(qC\) is smaller.

Since \(D_0\) is diagonal here, the first-order s–s coupling is

\[
-D_s^2C_{s_1s_2}=-(0.03846)^2\times0.0722=-1.07\times10^{-4},
\]

in agreement with the full \(D_{s_1s_2}=-1.068\times10^{-4}\). The second-order change of the s element on one atom has two contributions, one through each channel of the neighbour:

\[
\begin{aligned}
\delta D_{s_1s_1}&\approx D_s^2\bigl(C_{s_1s_2}^2D_s+C_{s_1p_2}^2D_p\bigr)\\
&=1.479\times10^{-3}\,(2.01\times10^{-4}+2.95\times10^{-4})
=7.3\times10^{-7}.
\end{aligned}
\]

The full change is \(7.33\times10^{-7}\), about \(2\times10^{-5}\) of \(D_s\). The p channel of the neighbour contributes more than its s channel.

The eigenvalues of \(1+qC\) offer another check. If the mixed s–p elements are left out, the sum and difference of the two s projectors have eigenvalues

\[
1+q_s(C_s\pm C_{s_1s_2})=1.23948\pm0.00344 ,
\]

or 1.24292 and 1.23604. The full values are 1.24299 and 1.23611; the remaining shift of \(7\times10^{-5}\) comes from the omitted elements. The two lower eigenvalues are 1.0345 and 1.0427, so \(S\) is positive.

## A finite plane-wave basis

Separation into atoms was derived from projectors with disjoint supports in real space. A plane-wave calculation keeps the components with \(\hbar^2k^2/2m\) below a cutoff energy. Let the columns of \(B\) be the retained orthonormal basis functions, so \(B^\dagger B=1\), while \(BB^\dagger\) projects onto their span. The matrix of \(S\) in this basis is

\[
S_B=B^\dagger SB=1+P_BqP_B^\dagger,\qquad P_B=B^\dagger P .
\]

It has the same form as before, so its inverse is given by the same formula with the overlaps of the truncated projectors,

\[
C_B=P_B^\dagger P_B=P^\dagger BB^\dagger P .
\]

The difference \(C-C_B=P^\dagger(1-BB^\dagger)P\) is the overlap carried by the discarded components. Between separated atoms \(C\) vanishes, but \(C_B\) need not: removing the high components spreads each projector beyond its sphere.

Suppose we nevertheless use the real-space matrix \(D=(1+qC)^{-1}q\). The multiplication done earlier, now with \(C_B\) in place of \(C\), leaves a remainder. Inserting \(q=(1+qC)D\) gives

\[
\begin{aligned}
S_B(1-P_BDP_B^\dagger)-1
&=P_B\bigl[q-(1+qC_B)D\bigr]P_B^\dagger\\
&=P_B\,q(C-C_B)D\,P_B^\dagger .
\end{aligned}
\]

The error is proportional to the missing overlap, within atoms as well as between them, and vanishes as the basis becomes complete.

The numbers that follow refer to an isolated pair, the limit of an infinitely large cell: the sum over retained plane waves becomes an integral over all wave vectors below the cutoff, which the program evaluates on a quadrature grid that plays the part of the basis. For the hydrogen pair at 1.40 Å, a cutoff of 200 eV leaves an interatomic overlap of up to 0.029 between projectors that had unit norm before truncation. The operator norm of the remainder is 0.0072, to be compared with 1 for the identity. At 800 eV the two numbers fall to \(2.6\times10^{-4}\) and \(6.9\times10^{-5}\). The interatomic overlap does not fall monotonically with the cutoff: it is 0.013 at 250 eV and 0.025 at 300 eV. In periodic cubic cells of 5 to 12 Å edge it lies between 0.025 and 0.030 at 200 eV, while the norm of the remainder stays between 0.0071 and 0.0073. At either cutoff the formula with \(C_B\) agrees with direct inversion of \(S_B\) to rounding accuracy. The real-space \(D\) is thus an approximation in a truncated basis, and the remainder measures its quality. In this example almost all of the remainder comes from the overlap missing within each atom, not from the coupling between atoms: if only the one-atom blocks of \(C-C_B\) are kept in the remainder, its norm is \(7.1\times10^{-3}\) at 200 eV and \(6.9\times10^{-5}\) at 800 eV, while the interatomic blocks alone give \(3.1\times10^{-4}\) and \(1.3\times10^{-6}\).

## Values computed for the example and the checks

```
Bohr radius = 0.529177 angstrom
matching and projector radius = 0.60 angstrom
All q, C, D below are dimensionless
One atom:
 s: q = 0.0476709, C = 5.02357, qC = 0.239478
 s: 1+qC = 1.239478, D = 0.0384604
 p: q = 9.68339e-05, C = 399.319, qC = 0.038668
 p: 1+qC = 1.038668, D = 9.3229e-05
Two atoms, distance 0.80 angstrom (overlap):
 s1-s2: C = 0.072215, D = -0.00010683, first order = -0.00010682
 s1-p2: C = -1.7782, D = 6.3764e-06, first order = 6.3761e-06
 p1-s2: C = 1.7782, D = -6.3764e-06, first order = -6.3761e-06
 p1-p2: C = -41.907, D = 3.6426e-07, first order = 3.6424e-07
 s1-s1: D = 0.0384612, change = 7.328e-07, second order = 7.328e-07
 p1-p1: D = 9.32315e-05, change = 2.48e-09, second order = 2.48e-09
 eigenvalues of 1+qC: 1.03454 1.04265 1.23611 1.24299
Two atoms, distance 1.40 angstrom (no overlap):
 s1-s1: D = 0.0384604
 p1-p1: D = 9.3229e-05
 largest interatomic D from dense inversion, unit-norm projectors = 3.1e-39
 eigenvalues of 1+qC: 1.03867 1.03867 1.23948 1.23948
Plane-wave cutoff, distance 1.40 angstrom;
 C and D rescaled to unit-norm uncut projectors:
 cutoff 200 eV, k_max = 7.2453 1/angstrom
  largest interatomic |C| = 2.885e-02, |D| = 3.171e-04
  norm of S*(real-space inverse) - 1 = 7.238e-03
 cutoff 800 eV, k_max = 14.4905 1/angstrom
  largest interatomic |C| = 2.583e-04, |D| = 6.746e-07
  norm of S*(real-space inverse) - 1 = 6.949e-05
```
